# Why the second-order impulse correction vanishes for Coulomb scattering

**Question.** A fast ion passes an atom and is deflected a little. The impulse approximation finds the deflection by integrating the force along the undisturbed straight path. The path bends and the speed changes, so a correction of second order in the potential is expected. Why is there none in the scattering angle for a Coulomb potential, and what happens when the nuclear charge is screened, as in ion implantation?

**Answer.** Take a bare or screened Coulomb repulsion, whose force weakens with distance. The ion is slowed as it approaches, so the sideways force turns it more easily. The ion is also pushed outward, where the force is weaker. Both effects are of second order, and they have opposite signs. How they balance depends on how steeply $V$ falls with distance, and this can be made precise with a suitable radial variable.

**An integral with a fixed lower limit**

Work in the centre-of-mass frame with energy $E$, impact parameter $b$ and central potential $V(r)$, positive for repulsion. The angle $\theta$ is positive for deflection away from the centre. Conservation of energy and angular momentum gives

$$\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-b^2/r^2-V(r)/E}},$$

where $r_0$ is the turning point. Expanding the integrand in $V$ fails, because $r_0$ itself depends on $V$ and the expanded terms diverge there. Define instead

$$\rho=r\sqrt{1-V(r)/E},\qquad 1-\frac{b^2}{r^2}-\frac{V}{E}=\frac{\rho^2-b^2}{r^2}.$$

The turning point is now at $\rho=b$, whatever the potential. Assume that $\rho$ rises monotonically with $r$ outside it. The integrand becomes $d(\ln r)/\sqrt{\rho^2-b^2}$. Write $\ln r=\ln\rho+\Lambda(\rho)$. The substitution $\rho=b/\cos\alpha$ gives $\int_b^\infty d\rho/(\rho\sqrt{\rho^2-b^2})=\pi/(2b)$, so the $\ln\rho$ part cancels the leading $\pi$:

$$\theta=-2b\int_b^\infty\frac{\Lambda'(\rho)\,d\rho}{\sqrt{\rho^2-b^2}}.\tag{1}$$

No approximation has been made so far.

**The two second-order effects**

From the definition of $\rho$,

$$\Lambda=-\tfrac12\ln\!\Big(1-\frac{V(r)}{E}\Big)=\frac{V(r)}{2E}+\frac{V(r)^2}{4E^2}+\dots$$

Here $V$ is taken at $r=\rho e^{\Lambda}=\rho\,(1+V(\rho)/2E+\dots)$, so that $V(r)=V(\rho)+\rho V(\rho)V'(\rho)/2E+\dots$ With everything now evaluated at $\rho$,

$$\Lambda=\frac{V}{2E}+\frac{V^2+\rho VV'}{4E^2}+\dots=\frac{V}{2E}+\frac{1}{8E^2\rho}\frac{d(\rho^2V^2)}{d\rho}+\dots\tag{2}$$

The last form follows from $(\rho^2V^2)'=2\rho\,(V^2+\rho VV')$.

The term $V^2$ comes from the nonlinear dependence on the reduced local momentum. The term $\rho VV'$ comes from evaluating $V$ at the displaced radius. The division belongs to this choice of variable, but the sum does not. Along the trajectory, the slowing multiplies the impulse by $1+V/2E$ and adds $-(b/2E^2)\int_0^\infty (VV'/r)\,dz$ to the angle, with $z$ the distance along the straight path. This is half of what the $V^2$ term gives, and the outward push supplies the rest of the sum. For $V=k/r$ we have $\rho V'=-V$, and the two terms cancel at every radius.

**Back to the straight path**

On the straight path $\rho^2=b^2+z^2$. At fixed $b$, $d\rho/\sqrt{\rho^2-b^2}=dz/\rho$. At fixed $z$, $\partial f(\rho)/\partial b=(b/\rho)f'(\rho)$. Hence, for any sufficiently smooth and decaying $f$,

$$b\int_b^\infty\frac{f'(\rho)\,d\rho}{\sqrt{\rho^2-b^2}}=\frac{d}{db}\int_0^\infty f\,dz .$$

Putting the first term of (2) into (1) gives the impulse approximation,

$$\theta_1=-\frac1E\frac{d}{db}\int_0^\infty V\,dz .$$

For the second term, the rule for $\partial/\partial b$ also gives $\rho^{-1}(\rho^2V^2)'=b^{-1}\,\partial(\rho^2V^2)/\partial b$. Therefore

$$\boxed{\;\theta_2=-\frac{1}{4E^2}\frac{d}{db}\left[\frac1b\frac{d}{db}\int_0^\infty r^2V^2\,dz\right]\;}\tag{3}$$

with $r^2=b^2+z^2$. For $V=k/r$ the integrand is the constant $k^2$, and $\theta_2=0$.

The integral itself is infinite in that case, so the derivatives must be taken under the integral sign. A cutoff of the integral at $r=R$ shows that this is harmless. Then $G=\int r^2V^2dz=k^2\sqrt{R^2-b^2}$, and (3) gives

$$\theta_2=\frac{k^2b}{4E^2(R^2-b^2)^{3/2}} .$$

For $R=10b$ and $20b$, $G$ grows from $9.95$ to $19.97\,k^2b$, while $\theta_2$ falls from $2.5\times10^{-4}$ to $3.1\times10^{-5}$ in units of $(k/Eb)^2$. The rate of this fall depends on the kind of cutoff: for the continuous potential $k/r-k/R$, $\theta_2$ is negative and falls only as $1/R$, being $-0.050$ and $-0.025$ in the same units.

What vanishes is the second-order angle at fixed $E$ and $b$, and with it the second-order transverse momentum, since $p\sin\theta=p(\theta_1+\theta_2+\dots)$. The longitudinal change $p(\cos\theta-1)=-p\theta_1^2/2+\dots$ remains.

**The higher even orders**

For $V=k/r$ the relation $\rho^2=r^2-kr/E$ can be solved:

$$\frac r\rho=s+\sqrt{1+s^2},\quad s=\frac{k}{2E\rho},\qquad\Lambda=\operatorname{arsinh}\frac{k}{2E\rho}.$$

This is odd in $k$, so by (1) the angle is odd in $k$ too: attraction and repulsion of equal strength deflect by equal and opposite angles. Every even order is therefore absent. To find the angle, set $\kappa=k/2E$, so that $\Lambda'=-\kappa/(\rho\sqrt{\rho^2+\kappa^2})$. Then use $\rho=b/\cos\alpha$ and $u=\sin\alpha$:

$$\theta=2\kappa\int_0^1\frac{du}{\sqrt{b^2+\kappa^2-\kappa^2u^2}}=2\arctan\frac{k}{2Eb}=\frac{k}{Eb}-\frac1{12}\Big(\frac{k}{Eb}\Big)^3+\dots$$

**Is the Coulomb potential special?**

For $V=k/r^s$ with $s>\tfrac12$, $(r^2V^2)'/r=(2-2s)k^2r^{-2s}$. The integral $\int_0^\infty(b^2+z^2)^{-s}dz=\tfrac{\sqrt\pi}{2}\,b^{1-2s}\,\Gamma(s-\tfrac12)/\Gamma(s)$ then gives

$$\theta_2=-\frac{\sqrt\pi}{2}\,(s-1)\,\frac{\Gamma(s+\frac12)}{\Gamma(s)}\Big(\frac{k}{Eb^s}\Big)^2 .$$

The coefficient is $+0.16$ for $s=0.75$, zero for $s=1$ and $-1.18$ for $s=2$. For a repulsive power law steeper than $1/r$ the displacement wins, and for a flatter one the slowing does.

The converse also holds. Let $h=(r^2V^2)'$ fall at least as fast as $r^{-1-\epsilon}$ with some $\epsilon>0$, and let $J(b)=\int_b^\infty h\,dr/\sqrt{r^2-b^2}$, so that $\theta_2=-J'(b)/4E^2$. If $\theta_2=0$ at every $b$, then $J$ is constant, and since it tends to zero at large $b$, it is zero. Multiply by $b/\sqrt{b^2-c^2}$, integrate over $b$ from $c$ to infinity and exchange the integrals. The inner integral $\int_c^r b\,db/\sqrt{(r^2-b^2)(b^2-c^2)}$ equals $\pi/2$, which leaves $\int_c^\infty h\,dr=0$ for every $c$. Hence $h=0$, and a continuous $V$ must be $k/r$ with $k$ of either sign.

**Screening restores the correction**

In a solid, $V=k\,\varphi(r/a)/r$ with a screening length $a$. Now $r^2V^2=k^2\varphi^2$ is no longer constant. With $r=b\cosh t$,

$$\theta_2=-\frac{k^2}{2E^2a^2}\int_0^\infty\cosh t\,\big(\varphi'^2+\varphi\varphi''\big)\,dt,$$

with $\varphi$ and its derivatives taken at $b\cosh t/a$. If $\varphi$ is positive and convex, $\theta_2$ is negative.

For a sum of exponentials, $\varphi(x)=\sum_ic_ie^{-d_ix}$, use $\int_0^\infty e^{-y\cosh t}dt=K_0(y)$ and $K_0'=-K_1$, where $K_0$ and $K_1$ are modified Bessel functions:

$$\theta_1=\frac{k}{Ea}\sum_ic_id_iK_1\!\Big(\frac{d_ib}{a}\Big),\qquad
\theta_2=-\frac14\Big(\frac{k}{Ea}\Big)^2\sum_{ij}c_ic_jq_{ij}^2K_1\!\Big(\frac{q_{ij}b}{a}\Big),$$

with $q_{ij}=d_i+d_j$.

Deep inside the atom, $b\ll a$, $K_1(y)\approx1/y$ and $\varphi(0)=1$ give $\theta_2/\theta_1\to-U/2E$ with $U=k|\varphi'(0)|/a$. The reason is that $V\approx k/r-U$ there. The ion meets a Coulomb field with local energy $E+U$. Angular momentum is conserved, so its local impact parameter is $b\sqrt{E/(E+U)}$. The Coulomb angle becomes $k/\big(b\sqrt{E(E+U)}\big)\approx(k/Eb)(1-U/2E)$.

**Copper ions in copper**

Take 2 MeV copper ions on copper atoms at rest. For ion and atom of the same isotope the masses are equal, so $E=1$ MeV. A pair of $^{63}$Cu and $^{65}$Cu, as occurs in natural copper, shifts the angle at $b=0.010$ nm by 1.5 % and the recoil energy by 3 %. The ZBL universal potential has $c=(0.1818,\,0.5099,\,0.2802,\,0.02817)$, $d=(3.2,\,0.9423,\,0.4029,\,0.2016)$ and $a=0.8854\,a_0/(2Z^{0.23})=0.0108$ nm, with $a_0$ the Bohr radius and $Z=29$. With $k=Z^2e^2/4\pi\varepsilon_0=1211$ eV nm,

$$\frac{k}{Ea}=\frac{1211}{10^6\times0.0108}=0.112 .$$

The full angle comes from numerical quadrature of the radial integral. Angles are in mrad:

| $b$ (nm) | full | $\theta_1$ | $\theta_2$ | remainder |
|---|---|---|---|---|
| 0.005 | 188.6 | 196.3 | −7.56 | −0.20 |
| 0.010 | 74.89 | 76.63 | −1.76 | 0.02 |
| 0.020 | 24.06 | 24.32 | −0.26 | 0.002 |

At $b=0.010$ nm, $\theta_2$ is $-2.3\,\%$ of $\theta_1$. In the division used in (2), the $V^2$ term gives $+3.0$ mrad and the $\rho VV'$ term $-4.8$ mrad. Along the trajectory, the slowing gives $+1.5$ mrad and the outward push $-3.3$ mrad. Only the sum is independent of the division. For bare nuclei at the same $b$, $k/Eb=0.1211$, and each term of (2) has the size $(\pi/4)(0.1211)^2=11.5$ mrad, or half of that in the division along the trajectory. They cancel, and the full angle differs from $\theta_1=121.1$ mrad by only $-0.15$ mrad, the cubic term. The core limit would be $-U/2E=-6.6\,\%$, with $U=132$ keV. The ratio at $b=0.005$ nm is $-3.9\,\%$, because $b$ is still about half of $a$. At this energy the limit is approached only outside the range of the expansion: at $b=0.1a$ the ratio is $-6.1\,\%$, but $\theta_1=1.1$ rad and the remainder is already larger than $\theta_2$.

The recoil energy is $T=E_{\rm lab}\sin^2(\theta/2)$ for equal masses. At $b=0.010$ nm the full angle gives 2.80 keV. The impulse angle alone gives 2.93 keV, which is 4.7 % too high relative to the full result of this model. Adding $\theta_2$ reduces the error to about 0.05 %. This is helped by the remainder, which changes sign between 0.005 and 0.010 nm; at 0.005 nm the error left is about 0.2 %.

**The model and the real collision**

The correction matters more at lower energy. Since $\theta_2/\theta_1\propto1/E$ at fixed $b$, the ratio at 0.010 nm would be $-23\,\%$ for an ion energy of 200 keV, and the higher orders would then have to be checked.

At 2 MeV the largest doubt sized here is the potential. The Molière screening function with the Firsov length changes $\theta_1$ by $-5.8\,\%$, more than $\theta_2$ does. With the Lindhard length the change is only $-0.3\,\%$, and $\theta_2/\theta_1$ is $-2.2\,\%$ with either length. The second-order term thus improves the solution for a given potential, but not the potential itself.

Wave mechanics also matters. A minimum-uncertainty packet of width $\Delta b$ and wave number $K$ has an angular variance $(\theta_1'\Delta b)^2+(2K\Delta b)^{-2}$, whose minimum is $|\theta_1'|/K$. For such a packet, with its waist at the atom, the spread is 3.0 mrad, larger than $|\theta_2|$. This is not a lower bound. A packet with its waist about 0.09 nm upstream is diverging, its spread in direction offsets $\theta_1'\Delta b$, and a thin-lens estimate then gives about 0.9 mrad.

Electronic energy loss has a smaller effect on the angle. The Oen–Robinson estimate, $0.045\,S\,e^{-0.3b/a}/\pi a^2$ with the Lindhard–Scharff stopping cross-section $S$, gives 3.6 keV with the ZBL length, and 4.4 keV with the Firsov length and the distance of closest approach in place of $b$. This exceeds the recoil energy, but it is only about 0.4 % of $E$. Treated as a friction along the path, it changes the angle by about $+0.15$ mrad, small beside $\theta_2$, and the recoil energy by 0.2 to 0.3 %, more than the 0.05 % left by the expansion. Thermal vibration at 300 K, in a Debye model with a rough Debye temperature of 320 K, displaces each atom by about 0.008 nm rms per axis. That is comparable with $b$, which must therefore be measured from the momentary position of the nucleus and not from the lattice site.

All numerical values are calculated from the stated model.
